# One sine mode and the mean temperature of a self-heated wire

**Question.** A straight wire of length $L$ and cross-section $A$ is suspended between two metal pads. A direct current heats it, and its mean temperature rise is used to find its thermal conductivity $\kappa$. Assume that

- the power per volume, $q$, is the same everywhere, so that the total power is $P=qAL$;
- $\kappa$ is constant, and heat flows by diffusion along the axis alone, with no loss from the surface;
- both ends stay at the bath temperature $T$.

Let $\theta(x)$ be the steady rise above the bath at position $x$, with $0\le x\le L$, and let $\langle\dots\rangle$ denote the average over the length. The heat equation contains neither $\hbar$ nor the electron's charge or mass, so the algebra reads the same in atomic units. Numbers are given in engineering units.

## Part (a): the full profile

*Find $\theta(x)$, its average $M$ and its peak.*

**Answer.** The heat current along $+x$ is $-\kappa A\theta'$. In a steady state, the current leaving a slice of thickness $dx$ exceeds the current entering it by the heat released inside:

$$-\kappa A\,\theta'(x+dx)+\kappa A\,\theta'(x)=qA\,dx .$$

Dividing by $A\,dx$ gives

$$\kappa\theta''=-q,\qquad \theta(0)=\theta(L)=0 .$$

Two integrations give $\theta=-qx^2/(2\kappa)+c_1x+c_2$. The condition at $x=0$ requires $c_2=0$, and the condition at $x=L$ requires $c_1=qL/(2\kappa)$. Therefore

$$\theta(x)=\frac{q}{2\kappa}\,x(L-x).$$

Since $\int_0^L x(L-x)\,dx=L^3/2-L^3/3=L^3/6$, the average is

$$M=\frac{1}{L}\,\frac{q}{2\kappa}\,\frac{L^3}{6}=\frac{qL^2}{12\kappa}=\frac{PL}{12\kappa A}.$$

The peak lies at $x=L/2$ and equals $qL^2/(8\kappa)=\tfrac32M$. A useful form of the profile is $\theta=6M\,s(1-s)$ with $s=x/L$.

## Part (b): expansion in sine modes

*Write $\theta=\sum_n a_n\sin(n\pi x/L)$. Find $a_n$ and the contribution of each mode to the average.*

**Answer.** Each sine vanishes at both ends, as $\theta$ does. Multiply $-\kappa\theta''=q$ by $\sin(n\pi x/L)$ and integrate over the wire. On the left, two integrations by parts move both derivatives onto the sine. The boundary terms vanish because $\theta$ and the sine are zero at the ends. This leaves

$$\kappa\left(\frac{n\pi}{L}\right)^2\int_0^L\theta\,\sin\frac{n\pi x}{L}\,dx
=q\int_0^L\sin\frac{n\pi x}{L}\,dx .$$

Different sines are orthogonal, and $\int_0^L\sin^2(n\pi x/L)\,dx=L/2$, so the integral on the left is $a_nL/2$. The one on the right is

$$\int_0^L\sin\frac{n\pi x}{L}\,dx=\frac{L}{n\pi}\,(1-\cos n\pi),$$

which is $2L/(n\pi)$ for odd $n$ and zero for even $n$. Hence, for odd $n$,

$$a_n=\frac{2}{L}\,\frac{L^2}{n^2\pi^2\kappa}\,\frac{2qL}{n\pi}=\frac{4qL^2}{n^3\pi^3\kappa}.$$

The average of an odd sine over the wire is $2/(n\pi)$, so mode $n$ contributes

$$\langle\theta_n\rangle=\frac{8qL^2}{n^4\pi^4\kappa}.$$

One factor $1/n$ comes from the overlap of the mode with the uniform source, another from its overlap with the uniform average, and $1/n^2$ from the faster conduction between closer hot and cold regions.

## Part (c): the error of one mode

*Only $n=1$ is kept. Is the average too high or too low, and by what fraction of its full value? What does the next non-zero mode change?*

**Answer.** Every $\langle\theta_n\rangle$ with odd $n$ is positive, so leaving out modes lowers the average. The ratio to the full value of part (a) is

$$\frac{\langle\theta_1\rangle}{M}=\frac{8}{\pi^4}\times12=\frac{96}{\pi^4}=0.98553 .$$

The one-mode average is too low by

$$1-\frac{96}{\pi^4}=1.447\,\%,$$

or about 1.4 percent of the full average. Power, length, cross-section and conductivity have cancelled, so within the stated assumptions the fraction is the same for every wire.

The next non-zero mode has $n=3$ and adds $1/3^4=1/81$ of the first contribution. The remaining deficit is

$$1-\frac{96}{\pi^4}\left(1+\frac1{81}\right)=0.230\,\% .$$

The result can be checked without putting in any sine. The wire was divided into 2000 intervals, and the lowest eigenvector of the resulting second-difference matrix was computed numerically. Its share of the average was again 0.98553.

## Part (d): peak, heat flow and a different source

*Find the one-mode error of (i) the peak rise and (ii) the heat delivered to the ends. (iii) Repeat part (c) when the same power $P$ is released at the midpoint.*

**Answer.** (i) At $x=L/2$ the first mode has the value $a_1=4qL^2/(\pi^3\kappa)$. Its ratio to the full peak is

$$\frac{4}{\pi^3}\times8=\frac{32}{\pi^3}=1.0320 .$$

The peak is overestimated by 3.20 percent. At the midpoint $\sin(n\pi/2)$ alternates in sign for odd $n$, and the first omitted term, $n=3$, is negative.

(ii) The slope of the first mode at $x=0$ is $\pi a_1/L$, and its size is the same at $x=L$. The heat delivered to the two ends is

$$2\kappa A\,\frac{\pi a_1}{L}=\frac{8}{\pi^2}\,qAL=0.8106\,P .$$

Truncation therefore loses 19 percent of the power but only 1.4 percent of the average temperature. The lost power belongs to modes with $n\ge3$, in which a given amount of heat raises the average less, by the factor $1/n^2$.

(iii) The source is now $(P/A)\,\delta(x-L/2)$. The profile consists of two straight lines, and each half carries $P/2$. The peak is $(P/2)(L/2)/(\kappa A)=PL/(4\kappa A)$, and the average of the triangle is half of this, $PL/(8\kappa A)$. For the first mode, the right-hand side of the projection in part (b) becomes $P/A$, so that

$$a_1=\frac{2}{L}\,\frac{L^2}{\pi^2\kappa}\,\frac{P}{A}=\frac{2PL}{\pi^2\kappa A},\qquad
\langle\theta_1\rangle=\frac{2}{\pi}\,a_1=\frac{4PL}{\pi^3\kappa A}.$$

The ratio is again $32/\pi^3$. The average is now too high by 3.20 percent. Both the sign and the size found in part (c) thus depend on uniform heating.

## Part (e): a carbon nanofibre

*A disordered carbon nanofibre has $L=20000$ nm, diameter $d=200$ nm, $\kappa=10$ W/(m K) and resistivity $\rho=2.0\times10^{-5}$ ohm m. It carries $I=10$ µA at $T=300$ K. Find the average rise with all modes and with one. What conductivity does the one-mode formula return if the true average is measured?*

**Answer.** The cross-section is $A=\pi d^2/4=31416$ nm², so $L/A=0.63662$ nm$^{-1}=6.3662\times10^{8}$ m$^{-1}$. The resistance and the power are

$$R=\rho\,\frac{L}{A}=2.0\times10^{-5}\times6.3662\times10^{8}=12732\ \text{ohm},$$

$$P=I^2R=(10^{-5})^2\times12732\ \text{W}=1.2732\ \text{µW}.$$

The average rise is

$$M=\frac{P}{12\kappa}\,\frac{L}{A}=\frac{1.2732\times10^{-6}\times6.3662\times10^{8}}{12\times10}=6.755\ \text{K},$$

or $k_BM=5.82\times10^{-4}$ eV. One mode gives $0.98553\times6.755=6.657$ K, which is 0.098 K less. The peak is 10.13 K, against 10.46 K with one mode.

Solving $\langle\theta_1\rangle=8PL/(\pi^4\kappa A)$ for the conductivity and inserting the true average $M$ gives

$$\kappa_1=\frac{8PL}{\pi^4AM}=\frac{96}{\pi^4}\,\kappa=9.855\ \text{W/(m K)}.$$

The inferred conductivity is low by the same 1.4 percent.

The fibre can serve as its own thermometer. If its resistivity is $\rho(1+\alpha\theta)$, summing the slices in series gives $\Delta R/R=\alpha\langle\theta\rangle$, so the resistance responds to the length average. With a rough $\alpha=-3\times10^{-4}$ K$^{-1}$, the whole signal is $-0.20$ percent of $R$. The 0.098 K between the two formulas corresponds to about 3 parts in $10^5$ of $R$, and the resistance must be resolved at that level for the difference to show.

## Part (f): effects inside the wire and at its surface

*Estimate to first order how the average changes if (i) the resistivity is $\rho(1+\alpha\theta)$ at fixed current, (ii) the conductivity is $\kappa(1+\beta\theta)$ with $\beta=1\times10^{-3}$ K$^{-1}$, (iii) the surface loses heat $h\theta$ per area. The emissivity is $\varepsilon=0.9$, and the residual gas is nitrogen at $p=1.0\times10^{-5}$ Torr.*

**Answer.** Let $\theta_0$ be the profile of part (a). A small extra source $\delta s(x)$ changes it by $\delta\theta$, with $\kappa\,\delta\theta''=-\delta s$. Multiply by $\theta_0$ and integrate by parts twice. The boundary terms vanish because $\theta_0$ and $\delta\theta$ are zero at the ends, and $\kappa\theta_0''=-q$, so

$$\langle\delta\theta\rangle=\frac{\langle\theta_0\,\delta s\rangle}{q}.$$

The mean square of the profile is also needed:

$$\langle\theta_0^2\rangle=36M^2\int_0^1s^2(1-s)^2\,ds=\frac{36}{30}\,M^2=\frac65\,M^2 .$$

(i) At fixed current the extra source is $\delta s=q\alpha\theta_0$. The relative change is

$$\frac{\langle\delta\theta\rangle}{M}=\frac65\,\alpha M=1.2\times(-3\times10^{-4})\times6.755=-0.24\,\% .$$

(ii) The equation is now $[\kappa(1+\beta\theta)\theta']'=-q$. With $u=\theta+\beta\theta^2/2$ it becomes $\kappa u''=-q$ with $u=0$ at the ends, so $u=\theta_0$. To first order $\theta=\theta_0-\beta\theta_0^2/2$, and the relative change is

$$-\frac{\beta}{2M}\,\frac65\,M^2=-\frac35\,\beta M=-0.41\,\% .$$

(iii) A round wire has surface $4/d$ per volume, so $\delta s=-4h\theta_0/d$. The relative change is

$$-\frac{4h}{qd}\,\frac65\,M=-\frac{4h}{qd}\,\frac65\,\frac{qL^2}{12\kappa}=-\frac{1}{10}\,\frac{4hL^2}{\kappa d}.$$

For radiation to surroundings at the bath temperature, linearizing $\varepsilon\sigma[(T+\theta)^4-T^4]$ gives $h=4\varepsilon\sigma T^3=5.51$ W/(m² K), where $\sigma$ is the Stefan–Boltzmann constant. Then $4hL^2/(\kappa d)=0.0044$, and the change is $-0.044$ percent. This is an order of magnitude only. The fibre is much thinner than the thermal wavelength, near 10 µm, so $\varepsilon$ is an effective value that depends on diameter and resistivity and can even exceed one.

For the gas, $p\bar v/(4k_BT)$ molecules strike unit area per time, where $\bar v=476$ m/s is the mean speed. A striking molecule carries on average $k_BT$ in its normal motion, because fast molecules arrive more often. It carries another $k_BT$ in its two transverse motions and $k_BT$ in rotation. If it leaves at the wire's temperature, it removes $3k_B\theta$. Hence $h=3p\bar v/(4T)=1.6\times10^{-3}$ W/(m² K), and the change is about $-1.3\times10^{-5}$ percent.

Numerical solutions of the boundary-value problem with these values, one effect at a time, give $-0.243$ percent for (i), $-0.402$ percent for (ii) and $-0.0441$ percent for the linearized radiation loss. Keeping the full $T^4$ law changes the last value to about $-0.046$ percent.

Strong surface loss would also change the answer to part (c). It adds $4h/d$ to $\kappa(n\pi/L)^2$ in the response of each mode. When $4hL^2/(\kappa d)\gg\pi^2$, the rise is nearly flat at $qd/(4h)$ except close to the ends. The first mode then gives the average $(8/\pi^2)\,qd/(4h)$, and its shortfall slowly approaches 19 percent as the loss grows. The 1.4 percent requires $4hL^2/(\kappa d)\ll\pi^2$, a condition the fibre meets in vacuum.

## Part (g): imperfect end contacts

*At each end, metal held at the bath temperature covers a long section of the fibre over half its perimeter. The interface resistance times area is $r=1.0\times10^{-8}$ m² K/W, and no heat is released under the metal. Estimate the change of the average, and compare it with the error of part (c).*

**Answer.** Let $z$ be the distance into the clamped section and $w=\pi d/2$ the covered width. Treat the temperature as uniform over the cross-section. The heat lost per length is $w\theta/r$, so

$$\kappa A\,\frac{d^2\theta}{dz^2}=\frac{w}{r}\,\theta,\qquad
\theta=\theta_e\,e^{-z/\ell},\qquad
\ell=\sqrt{\frac{\kappa Ar}{w}} .$$

The decaying solution applies when the section is much longer than $\ell$. Here $A/w=d/2$, so

$$\ell=\sqrt{\frac{\kappa rd}{2}}=\sqrt{10\times10^{-8}\times10^{-7}}\ \text{m}=100\ \text{nm}.$$

By symmetry each end receives $P/2=\kappa A\theta_e/\ell$, which gives $\theta_e=P\ell/(2\kappa A)$. The source in the suspended part is unchanged, so its whole profile is lifted by $\theta_e$. Relative to $M$ the change is

$$\frac{\theta_e}{M}=\frac{P\ell}{2\kappa A}\,\frac{12\kappa A}{PL}=\frac{6\ell}{L}=\frac{600}{20000}=3.0\,\% .$$

A finite-volume solution of the same one-dimensional model, with 2000 nm clamped at each end, gives 3.001 percent. This confirms the algebra but not the uniform temperature under the metal. The resistance across the fibre, of order $d/\kappa=2\times10^{-8}$ m² K/W, is not small beside $r$, so the 3 percent is a rough size. For an isotropic fibre, resolving the heat flow over the cross-section raises it to about 3.6 percent.

For this value of $r$, the contacts thus matter at least twice as much as the omitted modes; a smaller $r$ would reduce their effect. If they are ignored, then with the 3 percent of the one-dimensional model the measured average is 3 percent too high for cold ends, and the full formula returns $\kappa/1.03$, which is 2.9 percent low. The one-mode formula returns $0.98553\,\kappa/1.03$, which is 4.3 percent low. The two errors add, so using the full profile does not by itself give the conductivity to one percent.

## Part (h): the model beside a real fibre

*Which assumption limits the example most, and would a longer wire help?*

**Answer.** The material values are rough ones for disordered carbon. Well-graphitized fibres conduct heat much better, and the interface resistance depends on how the metal was applied, which makes $r$ the least certain input. Among the effects estimated here, the assumption of perfectly cold ends moves the result most. With $r$, $d$ and $L$ fixed, $6\ell/L$ grows as $\sqrt{\kappa}$, so a tenfold larger conductivity would raise the contact correction from 3 to about 9.5 percent in this model.

A longer wire reduces the contact term as $1/L$ but increases the radiation term as $L^2$. With $\kappa$, $d$, $r$ and $h$ fixed, the two are equal in size when

$$\left(\frac{L}{20000\ \text{nm}}\right)^3=\frac{3.0}{0.0441}=68,$$

that is, at $L\approx8\times10^4$ nm, where each is about 0.7 percent and their signs are opposite. The current must be lowered as $1/L$ to keep $M$ fixed, since $M=I^2\rho L^2/(12\kappa A^2)$. Otherwise the mean rise would exceed 100 K, and the linearized radiation loss of part (f) would underestimate the effect by about a factor of two (0.7 percent against about 1.4 percent with the full $T^4$ law). The cancellation depends on the uncertain $r$ and $h$ and is no substitute for measuring the contact term, for example by comparing wires of different length with the same contacts.

The values used here are collected in the numerical output.

## Values computed for the example and the checks

```
GENERAL RESULTS
Exact mean / (q L^2/kappa): 0.083333
One-mode mean / (q L^2/kappa): 0.082128
One-mode mean / exact mean: 0.98553
One-mode deficit of mean: 1.447 %
Deficit with modes 1 and 3: 0.230 %
One-mode excess of peak: 3.20 %
One-mode heat to ends / total power: 0.8106
EXAMPLE INPUTS (rough carbon nanofibre values)
Length: 20000 nm
Diameter: 200 nm
Thermal conductivity: 10.0 W/(m K)
Electrical resistivity: 2.0e-05 ohm m
Current: 10.0 uA
Bath temperature: 300 K
Resistance coefficient alpha: -3.0e-04 1/K
Conductivity coefficient beta: 1.0e-03 1/K
Emissivity: 0.9
Gas pressure: 1.0e-05 Torr
Gas molecular mass: 28 u
Interface resistance times area: 1.0e-08 m^2 K/W
Clamped length at each end: 2000 nm
EXAMPLE RESULTS
Cross-section: 31416 nm^2
Resistance: 12732 ohm
Heating power: 1.2732 uW
Heating power density: 2.0264e+12 W/m^3
Exact mean rise: 6.755 K
One-mode mean rise: 6.657 K
Difference of means: 0.0977 K
Exact mean rise times k_B: 5.821e-04 eV
One-mode rise times k_B: 5.737e-04 eV
Exact peak rise: 10.132 K
One-mode peak rise: 10.457 K
Conductivity inferred with one mode: 9.855 W/(m K)
NEGLECTED EFFECTS: relative change of mean rise
Radiation coefficient: 5.512 W/(m^2 K)
Mean gas speed: 476.3 m/s
Gas coefficient: 1.59e-03 W/(m^2 K)
Contact width: 314.2 nm
Thermal transfer length: 100.0 nm
Resistance feedback, estimate: -0.243 %
Resistance feedback, numerical: -0.243 %
Variable conductivity, estimate: -0.405 %
Variable conductivity, numerical: -0.402 %
Radiation, estimate: -0.0441 %
Radiation, numerical: -0.0441 %
Residual gas, estimate: -1.27e-05 %
End contacts, estimate: 3.000 %
End contacts, numerical: 3.001 %
```
